# Why [001]-Poled Rhombohedral Crystals Show Little Strain Hysteresis

A rhombohedral crystal with a cubic parent phase has eight polarization variants, along the directions \((\pm1,\pm1,\pm1)\). Poling along [001] leaves the four with \(P_z>0\). Take the field \(\mathbf E=(0,0,E)\), with \(E\ge 0\). The mirrors \(x\to-x\) and \(y\to-y\) belong to the cubic group, leave this field unchanged, and carry any one of the four variants into the other three. This settles, before any energy function is chosen, whether the field drives walls between these four variants: it does not.

Let \(g(\mathbf P;\mathbf E)\) be the free energy per volume of uniform material at fixed field and zero stress. Cubic symmetry requires

\[
g(R\mathbf P;R\mathbf E)=g(\mathbf P;\mathbf E)
\]

for every cubic operation \(R\). If \(R\mathbf E=\mathbf E\), then \(g(R\mathbf P;\mathbf E)=g(\mathbf P;\mathbf E)\), so \(R\) carries a minimum into another minimum of the same energy. The four states that grow out of the four variants therefore stay equal in energy, at any axial field for which they exist. No expansion in \(E\) was made.

Now let a wall advance so that a volume \(\delta V\) changes from variant 2 to variant 1. The energy changes by \((g_1-g_2)\,\delta V\), so the pressure towards variant 2 is \(g_2-g_1\). Between two of the four variants it is zero.

The mirrors also leave the axial strain \(S_{33}\) unchanged. Exchanging one of the four variants for another under the axial field therefore does not change the length of the crystal along [001], as long as each variant stays uniform and free of stress. Stress from the fit between domains adds a correction, estimated below. A weak extra force that breaks the mirrors can move such a wall, but it also makes the two axial strains differ only slightly. Low hysteresis needs one thing more: the strain inside each variant must retrace its path when the field is removed. Symmetry does not guarantee that, and a model is needed.

## Rotation inside one variant

Take

\[
g=-\tfrac A2P^2+\tfrac B4P^4-K(P_x^2P_y^2+P_y^2P_z^2+P_z^2P_x^2)-\mathbf E\cdot\mathbf P ,
\]

with \(A>0\) and \(0<K<B/2\). At fixed \(P\), the bracket is largest when the three squared components are equal, so positive \(K\) favours the rhombohedral directions. The strains are

\[
S_{ii}=Q_{11}P_i^2+Q_{12}(P^2-P_i^2),\qquad S_{ij}=\tfrac12Q_{44}P_iP_j\quad(i\ne j).
\]

Write \(|P_x|=|P_y|=p\) and \(P_z=z\). Setting the derivatives of \(g\) with respect to \(P_x\) and \(P_z\) to zero gives

\[
-A+B(2p^2+z^2)-2K(p^2+z^2)=0,
\]
\[
z\left[-A+B(2p^2+z^2)-4Kp^2\right]=E .
\]

The first equation was divided by \(P_x\ne0\). Solved for \(p^2\), it reads

\[
p^2=\frac{A-(B-2K)z^2}{2(B-K)} .
\]

It also says that \(-A+B(2p^2+z^2)=2K(p^2+z^2)\). Putting this into the second equation gives

\[
E=2Kz(z^2-p^2)=\frac{Kz\left[(3B-4K)z^2-A\right]}{B-K}.
\]

Only the anisotropy \(K\) resists the rotation towards the field. At \(E=0\) the components are equal, \(z=p=p_0\), with \(p_0^2=A/(3B-4K)\). The slope is

\[
\frac{dE}{dz}=\frac{K\left[3(3B-4K)z^2-A\right]}{B-K}\ \ge\ \frac{2KA}{B-K}>0\qquad(z\ge p_0).
\]

Each field thus belongs to one \(z\) on this branch.

The branch must also be a minimum. For the variant with all components positive, the second derivatives are

\[
g_{xx}=g_{yy}=2Bp^2,\quad g_{xy}=(2B-4K)p^2,
\]
\[
g_{xz}=g_{yz}=(2B-4K)pz,\quad g_{zz}=2Bz^2+E/z .
\]

The change \((1,-1,0)\) has stiffness \(g_{xx}-g_{xy}=4Kp^2>0\). The remaining two-by-two block, for \((1,1,0)/\sqrt2\) and \((0,0,1)\), has first entry \(g_{xx}+g_{xy}=4(B-K)p^2>0\) and determinant

\[
4p^2\left[(B-K)\left(2Bz^2+\frac Ez\right)-2(B-2K)^2z^2\right]=4p^2(B-K)\frac{dE}{dz}>0 .
\]

The equality follows by inserting \(E/z\) and using \(B(B-K)-(B-2K)^2=K(3B-4K)\). The state is stable while \(p>0\), so slow loading and unloading follow the same curve.

The branch ends where \(p=0\), at \(z_c^2=A/(B-2K)\). The field there is \(E_T=2Kz_c^3\), and the state joins the tetragonal one continuously.

## The size of the reversible strain

From \(S_{33}=Q_{11}z^2+2Q_{12}p^2\) and \(d(p^2)/dz=-z(B-2K)/(B-K)\),

\[
\frac{dS_{33}}{dE}=2z\left[Q_{11}-Q_{12}\frac{B-2K}{B-K}\right]\frac{dz}{dE}.
\]

At zero field \(dz/dE=(B-K)/(2KA)\). A small \(K\) therefore gives a large piezoelectric response without any wall motion.

For numbers, take \(A=1.0\times10^8\) V m/C, \(B=7.3\times10^8\) and \(K=8.0\times10^7\) V m⁵/C³, with \(Q_{11}=0.055\), \(Q_{12}=-0.025\) and \(Q_{44}=0.030\) m⁴/C². These are round values in the rough regime of rhombohedral PMN-PT crystals. They give \(p_0=23.1\) μC/cm², a total polarization of 40 μC/cm², and, in SI units,

\[
d_{33}=2(0.23125)(0.07692)(4.0625\times10^{-8})=1.445\times10^{-9}\ \text{m/V},
\]

or 1445 pm/V. At 10 kV/cm, minimization gives \(p=21.5\) and \(z=26.4\) μC/cm². All four variants have \(g=-4259.56\) kJ/m³ and \(S_{33}=0.153\%\). The strain added by the field is 0.126%.

A constant \(d_{33}\) would have given 0.145%. The response weakens because \(dS_{33}/dE\) is proportional to \(z/(3z^2-p_0^2)\), which falls as \(z\) grows.

## What breaks the equality

Tilt the field by \(\theta\) towards [100]. The mirror \(x\to-x\) no longer preserves it. At a minimum, \(\partial g/\partial\mathbf E=-\mathbf P\), because the change of \(\mathbf P\) itself costs nothing to first order. The variants with \(P_x=\pm p\) therefore differ by

\[
\Delta g=g_--g_+\simeq 2pE\sin\theta ,
\]

to leading order in \(\theta\). Since 1 μC/cm² times 1 kV/cm is 1 kJ/m³, a tilt of 5° at 10 kV/cm gives \(2(21.5)(10)(0.0872)=37.5\) kJ/m³.

Whether this moves a wall depends on pinning. Suppose that a wall needs a threshold pressure \(w\), equal to the pressure that reverses \(P_z\) at a rough coercive field of 2 kV/cm. This gives \(w\simeq2p_0E_c\), or 92.4 kJ/m³ from minimization. Using the same threshold for walls between the four variants is an assumption. With it, the critical tilt is

\[
\theta_c\simeq\arcsin\frac{92.4}{2(21.5)(10)}=12.4^\circ .
\]

This value holds for a tilt towards [100]. A tilt towards [110] separates the variants \((p,p,z)\) and \((-p,-p,z)\) by about \(2\sqrt2\,pE\sin\theta\), which is 53 kJ/m³ at 5°, and reaches the same threshold at 8.7°. A tenfold weaker threshold would be passed well below 5°, so tolerance to tilt depends strongly on the pinning.

Shear stress also selects variants. A stress \(\sigma_{12}\) adds \(-\sigma_{12}Q_{44}P_xP_y\) to \(g\), so variants with opposite signs of \(P_xP_y\) differ by about \(2Q_{44}p^2\sigma_{12}\). For 10 MPa this is 27.8 kJ/m³. Normal stresses along the cube axes couple to squares of the components, preserve both mirrors, and leave the four energies equal.

A third effect comes from the fit between domains. For the pair with \(P_x=\pm p\), the strain difference is \(\mathbf e_1\otimes\mathbf a+\mathbf a\otimes\mathbf e_1\), where \(\mathbf a=Q_{44}p\,(0,p,z)\). A wall with its normal along \(\mathbf a\) has no mismatch in its plane. It also carries no bound charge, because the polarization jump \((2p,0,0)\) is perpendicular to \(\mathbf a\).

This ideal normal turns by 5.9° between zero field and 10 kV/cm. If the wall stays at (011), the in-plane direction \((0,-1,1)/\sqrt2\) sees the engineering shear mismatch

\[
\gamma=\sqrt2\,Q_{44}\,p(z-p),
\]

which is 0.045% here. In a stack of layers with fractions \(f\) and \(1-f\) and zero mean stress, the layers deviate from their free shears by \((1-f)\gamma\) and \(f\gamma\). With the polarization in each layer held fixed, the energy is

\[
\tfrac12c_{44}\left[f(1-f)^2+(1-f)f^2\right]\gamma^2=\tfrac12c_{44}f(1-f)\gamma^2 .
\]

Its derivative vanishes at \(f=\tfrac12\) and has magnitude at most \(\tfrac12c_{44}\gamma^2\). With a rough \(c_{44}=60\) GPa this is 6.1 kJ/m³, small against 92.4 kJ/m³ but comparable with a tenfold weaker threshold. The energy is largest at \(f=\tfrac12\), so this force pushes the fractions away from equality. If the polarization may relax in the mismatch stress, the largest pressure falls to about 5.3 kJ/m³. The stress also turns \(\mathbf P\) partly back, so the strain added at 10 kV/cm drops from 0.126% for a single variant to 0.117% at \(f=\tfrac12\). In such a stack the length along [001] does depend somewhat on the fractions. Equal variant energies therefore remove the direct drive of the field, but not every elastic effect in a domain pattern.

## A comparison that does show a loop

Let the field, still 10 kV/cm, point along [111] in a crystal that contains the variants [111] and \([\bar111]\). A perfect [111] single domain would have no walls to move, so the comparison concerns incomplete poling.

To first order the energies differ by \(2p_0E/\sqrt3=267\) kJ/m³. Minimization gives 241 kJ/m³. The main correction is the energy gained as the unfavoured variant rotates. The field component across its polarization satisfies \(E_\perp^2=\tfrac89E^2\), the transverse stiffness is \(4Kp_0^2\), and \(E_\perp^2/(8Kp_0^2)\) is 26 kJ/m³. That this equals the whole reduction is an accident of the example: stretching of the polarization adds about 2 kJ/m³ to the difference, and higher orders in the field remove about as much.

The strain along [111] differs too. It contains \(\tfrac13Q_{44}(P_xP_y+P_yP_z+P_zP_x)\), where the bracket is \(3p_0^2\) for one variant and \(-p_0^2\) for the other. At zero field the step is \(\tfrac43Q_{44}p_0^2=0.214\%\); it shrinks somewhat as the field rotates the unfavoured variant. Here a wall is driven, and its motion changes the measured length.

To see the loop, let \(u\) be the excess of the favoured fraction over one half. The wall rests while \(|\Delta g-ku|\le w\), with an assumed restoring stiffness \(k=400\) kJ/m³. The variants are treated as free, without the mismatch stress above, so the aligned case has no drive and its zeros follow directly. The strain is taken along [001] in the first two rows and along [111] in the last. After the first cycle, the hysteresis width divided by the total strain swing is as follows.

| Case | \(w=92.4\) kJ/m³ | \(w\) ten times smaller |
|---|---|---|
| [001], aligned | 0 | 0 |
| [001], tilted 5° | 0 | 0.22% |
| [111], two variants | 78% | 9.2% |

The weaker threshold gives the narrower relative loop in the last row. With the larger \(w\), \(u\) moves between \(92.4/400=0.23\) and \((241-92.4)/400=0.37\), and for a range of fields the two branches differ by this whole swing. With the smaller \(w\), \(u\) moves from 0.02 to its limit 0.5, but the branches differ by at most \(2w/k=0.05\).

The tilted [001] loop is small because its drive is weak, at most 37.5 kJ/m³, and for a second reason. Switching all of one variant into the other changes \(S_{33}\) by only 0.012% at full field, because that difference vanishes with the tilt. A miscut plate is measured along the field instead, and there the shear \(S_{13}\) also enters. The step between the variants is then 0.028% at zero field and 0.018% at full field, and the loop with the weaker threshold is 0.86% instead of 0.22%, still far below the [111] value.

## Limits in real crystals

The response of 1445 pm/V and the strain near 0.1% lie in the range of rhombohedral PMN-PT, but the parameters were chosen for that regime, so this is no prediction. The model's transition field, \(E_T=118\) kV/cm, is far too high as a guide. Real crystals can jump to another phase at much lower fields, taken here as roughly 20 kV/cm, or twice the drive. Such a jump can bring its own hysteresis. A rough breakdown field of 50 kV/cm is five times the drive.

Warming changes the size of the response. If \(A\) is proportional to the distance from a rough Curie temperature of 140 °C and the other coefficients stay fixed, then \(d_{33}\propto p_0/A\propto A^{-1/2}\). It rises to 1770 pm/V between 20 and 60 °C. The equality of the four variants is unaffected while the rhombohedral phase survives.

The argument also requires a field that keeps its sign. Variants with opposite \(P_z\) differ by about \(2p_0|E|\) at small field, so a sufficiently reversed field switches the crystal. All eight variants have the same \(S_{33}\) at \(E=0\), but the slopes \(dS_{33}/dE\) of the upper and lower ones are opposite, and switching between them opens a butterfly-shaped strain loop. Lower variants left by incomplete poling are driven in the same way even by a positive field. The low hysteresis thus belongs to a well-poled crystal under an aligned, unipolar field, with little shear stress and no phase jump. Most values behind the figures above are collected in the numerical output.

## Values computed for the example and the checks

```
A = 1.00e+08 V m/C; B = 7.30e+08, K = 8.00e+07 V m5/C3
Q11, Q12, Q44 = 0.055, -0.025, 0.030 m4/C2
drive field = 10.0 kV/cm
rough coercive field = 2.0 kV/cm
variant orbits, field [001]: [4, 4]  field [111]: [1, 1, 3, 3]
spontaneous polarization = 40.05 uC/cm2
its cube-axis component p0 = 23.12 uC/cm2
small-signal d33 = 1445 pm/V
relative susceptibility along [001] = 4588
field kV/cm | p uC/cm2 | z uC/cm2 | added S33 % | added S11 %
    0.0 | 23.125 | 23.125 | 0.0000 | 0.0000
    2.5 | 22.693 | 24.080 | 0.0347 | -0.0172
    5.0 | 22.284 | 24.937 | 0.0670 | -0.0332
   10.0 | 21.511 | 26.440 | 0.1264 | -0.0627
at the drive field: variant signs, g in kJ/m3, S33 in %
  (1, 1, 1) -4259.5603 0.15315
  (1, -1, 1) -4259.5603 0.15315
  (-1, 1, 1) -4259.5603 0.15315
  (-1, -1, 1) -4259.5603 0.15315
distinct lowest minima in global search = 4
model end of branch E_T = 117.6 kV/cm
assumed wall threshold = 92.4 kJ/m3
wall restoring stiffness = 400 kJ/m3
pressure, tilt 1 deg = 7.51 kJ/m3
pressure, tilt 5 deg = 37.50 kJ/m3
pressure, field along [111] = 241.1 kJ/m3
tilt that reaches threshold = 12.4 deg
same from the sine formula = 12.4 deg
S33 change if a 5 deg tilt switches all = 0.0122 %
[111] strain step between variants, E=0 = 0.2139 %
loop width / strain swing in %: threshold wall | 10x softer wall
  [001] aligned: 0.00 | 0.00
  [001] tilted 5 deg: 0.00 | 0.22
  [111] with leftover variant: 77.95 | 9.22
residual shear stress = 10 MPa
pressure from that shear stress = 27.8 kJ/m3
rough shear modulus = 60 GPa
turn of ideal 71 deg wall = 5.87 deg
shear mismatch of fixed wall = 0.0450 %
largest mismatch pressure = 6.07 kJ/m3
rough Curie temperature = 140 C
d33 warmed from 20 to 60 C = 1770 pm/V
rough phase-jump field = 20 kV/cm, 2.0 times the drive
rough breakdown field = 50 kV/cm, 5.0 times the drive
```
